# Two-Electron Scattering and the Yang–Baxter Equation on the Hubbard Chain

## Definitions and conventions

The Hubbard Hamiltonian on an infinite chain is

$$H=-t\sum_{j,\sigma}\left(c^\dagger_{j+1,\sigma}c_{j\sigma}+c^\dagger_{j\sigma}c_{j+1,\sigma}\right)+U\sum_j n_{j\uparrow}n_{j\downarrow},\qquad t>0, \tag{1}$$

with $U$ real and nonzero. Positions $x,y$ are integers, and $k$ is the wave number times the lattice constant $a$, so it is dimensionless. One electron has energy $\varepsilon(k)=-2t\cos k$ and group velocity

$$v(k)=\frac{a}{\hbar}\frac{d\varepsilon}{dk}=\frac{2ta}{\hbar}\sin k. \tag{2}$$

We write

$$s_j=\sin k_j,\qquad s_{ij}=s_i-s_j,\qquad c=\frac{U}{2t}. \tag{3}$$

## The two-electron equation

A state with one electron of each spin is

$$|\psi\rangle=\sum_{x,y}\phi(x,y)\,c^\dagger_{x\uparrow}c^\dagger_{y\downarrow}|0\rangle. \tag{4}$$

A hopping term replaces one creation operator by its neighbour in the same place in the product, so no sign arises. Collecting the coefficient of $c^\dagger_{x\uparrow}c^\dagger_{y\downarrow}|0\rangle$ in $H|\psi\rangle=E|\psi\rangle$ gives

$$-t\left[\phi(x+1,y)+\phi(x-1,y)+\phi(x,y+1)+\phi(x,y-1)\right]+U\delta_{xy}\phi(x,y)=E\phi(x,y). \tag{5}$$

The total spin is read from the symmetry of $\phi$. The raising operator turns (4) into $\sum\phi(x,y)c^\dagger_{x\uparrow}c^\dagger_{y\uparrow}|0\rangle$. The operator product is antisymmetric in $x,y$, so this vanishes if and only if $\phi$ is symmetric. A state with $S^z=0$ that the raising operator annihilates is a singlet. Symmetric $\phi$ is therefore the singlet, and its orthogonal complement, antisymmetric $\phi$, is the triplet. Equation (5) preserves either symmetry.

In the triplet $\phi(x,x)=0$, and $U$ drops out. The free solution is

$$\phi_{\rm trip}(x,y)=e^{i(k_1x+k_2y)}-e^{i(k_2x+k_1y)}. \tag{6}$$

## The singlet amplitude ratio

For the singlet it suffices to give $\phi$ for $x\le y$; symmetry supplies the rest. Let

$$\phi(x,y)=A\,e^{i(k_1x+k_2y)}+B\,e^{i(k_2x+k_1y)},\qquad x\le y. \tag{7}$$

If $x<y$, each hop in (5) leads to a point that still obeys $x\le y$. Formula (7) then holds at all five points, and each exponential solves (5) with

$$E=-2t(\cos k_1+\cos k_2). \tag{8}$$

What remains is the equation at $x=y$. Symmetry gives $\phi(x+1,x)=\phi(x,x+1)$ and $\phi(x,x-1)=\phi(x-1,x)$, so (5) becomes

$$-2t\left[\phi(x,x+1)+\phi(x-1,x)\right]+U\phi(x,x)=E\phi(x,x). \tag{9}$$

Insert (7) and divide by $e^{i(k_1+k_2)x}$:

$$-2t\left[A(e^{ik_2}+e^{-ik_1})+B(e^{ik_1}+e^{-ik_2})\right]+U(A+B)=-2t(\cos k_1+\cos k_2)(A+B). \tag{10}$$

Move the right side to the left. The cosines cancel, because

$$e^{ik_2}+e^{-ik_1}-\cos k_1-\cos k_2=i(s_2-s_1),$$

and the bracket multiplying $B$ gives $i(s_1-s_2)$. Hence

$$A\,(U+2it\,s_{12})+B\,(U-2it\,s_{12})=0. \tag{11}$$

Solving for $B/A$, then dividing numerator and denominator by $2it$, gives

$$S(s_{12})\equiv\frac BA=\frac{2it\,s_{12}+U}{2it\,s_{12}-U}=\frac{s_{12}-ic}{s_{12}+ic}, \tag{12}$$

since $U/(2it)=-ic$. The sines enter because the cosine parts of the hopping cancel against the energy.

Take $s_1>s_2$. In the $A$ term the left electron has momentum $k_1$ and, by (2), the larger velocity, so the electrons approach each other. In the $B$ term they separate. Thus $S$ is the outgoing amplitude divided by the incoming one. Interchanging the momenta replaces $S$ by $1/S$.

For real momenta the numerator of (12) is the complex conjugate of the denominator, so $|S|=1$. For $s_{12}>0$,

$$S=e^{-2i\arctan(c/s_{12})}. \tag{13}$$

At fixed $s_{12}\ne0$, $S\to1$ as $U\to0$, and $S\to-1$ as $|U|\to\infty$. In the second limit $A+B\to0$, so double occupancy is suppressed. At fixed $U\neq0$, $S\to-1$ as $s_{12}\to0$; the limits of small $U$ and small relative velocity therefore do not commute. If $k_1=k_2$, the choice $B=-A$ makes (7) vanish, so the form (7) gives no state.

The derivation uses the range of the hopping. A hop over two sites would connect $y=x+1$ directly to the other side of the diagonal. Equation (5) at $y=x+1$ would then be a second condition on the single ratio $B/A$.

## Scattering as an operator on spins

For more than two electrons it is convenient to use an antisymmetric wave function $\Psi_{\sigma_1\sigma_2}(x_1,x_2)$. In the region $x_1\le x_2$ let

$$\Psi=\mathbf A\,e^{i(k_1x_1+k_2x_2)}+\mathbf A'\,e^{i(k_2x_1+k_1x_2)}, \tag{14}$$

where $\mathbf A,\mathbf A'$ are vectors in the space of two spins. Let $P$ exchange the spins: $P=1$ on the triplet and $P=-1$ on the singlet. By (6) the triplet ratio is $-1$, and by (12) the singlet ratio is $S$. With the projectors $(1\pm P)/2$, $\mathbf A'=Y(s_{12})\mathbf A$, where

$$Y(s)=-\frac{1+P}{2}+\frac{s-ic}{s+ic}\,\frac{1-P}{2}
=\frac{-(s+ic)(1+P)+(s-ic)(1-P)}{2(s+ic)}=-\frac{ic+sP}{s+ic}. \tag{15}$$

In $\mathbf A'$ the first spin belongs to the left electron, which now carries $k_2$. To list the spins by momentum instead, with the spin carried by $k_1$ first, exchange the two labels. This brings a factor $P$ and the fermion sign $-1$. Since $P^2=1$,

$$R(s)=-P\,Y(s)=\frac{s+icP}{s+ic}. \tag{16}$$

Its eigenvalue is $1$ on the triplet, which is unaffected by $U$, and $S$ on the singlet.

If the incoming electron $k_1$ has spin up and $k_2$ has spin down, (16) gives

$$R\,|\!\uparrow\downarrow\rangle=\frac{s_{12}}{s_{12}+ic}|\!\uparrow\downarrow\rangle+\frac{ic}{s_{12}+ic}|\!\downarrow\uparrow\rangle. \tag{17}$$

Both outgoing terms have the same pair of velocities, so the squared moduli are probabilities. The spins are exchanged between the momenta with probability

$$p_{\rm ex}=\frac{c^2}{s_{12}^2+c^2}. \tag{18}$$

After an exchange the up electron carries $k_2$ and is still on the left. Seen by spin, the electrons have been reflected from each other.

## The Yang–Baxter equation

Let $R_{ij}$ act on spins $i$ and $j$ of three. The equation to be shown is

$$R_{12}(s_{12})R_{13}(s_{13})R_{23}(s_{23})=R_{23}(s_{23})R_{13}(s_{13})R_{12}(s_{12}). \tag{19}$$

The scalar denominators are the same on both sides. To see what the equation requires, give the numerators independent arguments $\alpha,\gamma,\beta$ and set $\eta=ic$:

$$N_{12}=\alpha+\eta P_{12},\qquad N_{13}=\gamma+\eta P_{13},\qquad N_{23}=\beta+\eta P_{23}.$$

The left product is

$$\begin{aligned}
N_{12}N_{13}N_{23}={}&\alpha\beta\gamma+\eta(\beta\gamma P_{12}+\alpha\beta P_{13}+\alpha\gamma P_{23})\\
&+\eta^2(\beta P_{12}P_{13}+\gamma P_{12}P_{23}+\alpha P_{13}P_{23})+\eta^3P_{12}P_{13}P_{23}.
\end{aligned} \tag{20}$$

The right product has the same coefficients, with each operator product reversed. The terms of order $\eta^0$ and $\eta^1$ are therefore equal.

For the others, note that conjugation by an exchange relabels spins: $P_{12}P_{13}P_{12}=P_{23}$ and $P_{23}P_{13}P_{23}=P_{12}$. Multiplying the first relation on the right by $P_{12}$, and the second on the left by $P_{23}$, gives

$$P_{12}P_{13}=P_{23}P_{12}\equiv D,\qquad P_{13}P_{23}=P_{23}P_{12}=D. \tag{21}$$

Let $C=P_{12}P_{23}$, which is the reverse of $D$. Reversing (21) gives $P_{13}P_{12}=P_{23}P_{13}=C$. At order $\eta^2$ the left side is $(\alpha+\beta)D+\gamma C$ and the right side is $(\alpha+\beta)C+\gamma D$.

At order $\eta^3$, (21) gives $P_{12}P_{13}P_{23}=P_{12}P_{23}P_{12}=P_{13}$. The reversed product is the inverse of this one, which is again $P_{13}$, so these terms cancel. Altogether

$$N_{12}N_{13}N_{23}-N_{23}N_{13}N_{12}=\eta^2(\alpha+\beta-\gamma)(D-C). \tag{22}$$

The operators $C$ and $D$ differ: $D|\!\uparrow\downarrow\downarrow\rangle=|\!\downarrow\downarrow\uparrow\rangle$, while $C|\!\uparrow\downarrow\downarrow\rangle=|\!\downarrow\uparrow\downarrow\rangle$. For $U\ne0$ the equation thus holds if and only if $\gamma=\alpha+\beta$. In the Hubbard chain $\alpha=s_{12}$, $\beta=s_{23}$ and $\gamma=s_{13}$, and

$$s_{12}+s_{23}=s_1-s_2+s_2-s_3=s_{13}. \tag{23}$$

This proves (19). Any additive variable would pass this algebraic test; it is the contact equation (11) that selects $\sin k$.

## What the equation secures for three electrons

In the region $x_1\le x_2\le x_3$ consider the sum over the six orders $\pi$ of three momenta with distinct sines,

$$\Psi=\sum_\pi\mathbf A_\pi\exp\left(i\sum_{j=1}^3k_{\pi_j}x_j\right),\qquad E=-2t\sum_{j=1}^3\cos k_j. \tag{24}$$

Antisymmetry defines $\Psi$ elsewhere. When neighbouring momenta $k_{\pi_j},k_{\pi_{j+1}}$ are interchanged, let the new amplitude be $Y_{j,j+1}(s_{\pi_j}-s_{\pi_{j+1}})\mathbf A_\pi$. Interchanging twice restores the amplitude:

$$Y(-s)Y(s)=\frac{(ic-sP)(ic+sP)}{(-s+ic)(s+ic)}=\frac{-c^2-s^2}{-c^2-s^2}=1.$$

There are two routes from the order $(1,2,3)$ to $(3,2,1)$. They agree if

$$Y_{12}(s_{23})Y_{23}(s_{13})Y_{12}(s_{12})=Y_{23}(s_{12})Y_{12}(s_{13})Y_{23}(s_{23}). \tag{25}$$

Insert $Y_{ij}=-P_{ij}R_{ij}$ from (16) and move all exchanges to the left, relabelling each $R$ that they pass. The left side becomes

$$-P_{12}P_{23}P_{12}\,R_{23}(s_{23})R_{13}(s_{13})R_{12}(s_{12}),$$

and the right side becomes

$$-P_{23}P_{12}P_{23}\,R_{12}(s_{12})R_{13}(s_{13})R_{23}(s_{23}).$$

Both triple exchanges equal $P_{13}$, so (25) is equivalent to (19). The six amplitudes are then fixed consistently by one of them.

Consistency alone does not show that (24) solves the lattice equation; the contacts must be examined.

- **No coincidence.** Every hop stays in the closed region $x_1\le x_2\le x_3$, and each exponential solves the free equation.
- **One coincidence, such as $x_1=x_2<x_3$.** The terms group into pairs that differ by interchange of the first two momenta. Their triplet part cancels at contact, because its ratio is $-1$. In the singlet part the kinetic energy of the third electron cancels against its share of $E$, leaving (11). The case $x_1<x_2=x_3$ is the same.
- **Triple coincidence.** Cancellation of both triplet parts makes the spin vector in (24) odd under $P_{12}$ and under $P_{23}$, hence totally antisymmetric. Three spins with two values each admit no such nonzero vector. Formula (24) therefore gives zero there, as the Pauli principle requires, and no further equation arises.

The three-electron function thus solves the Schrödinger equation. With three or more spin values a totally antisymmetric vector exists, and the last argument would not be available.

## Two electrons on a ring

On a ring of $L$ sites, periodicity and singlet symmetry require $\phi(x,y)=\phi(x+L,y)=\phi(y,x+L)$ for $0\le y-x\le L$. Inserting (7),

$$A e^{i(k_1x+k_2y)}+B e^{i(k_2x+k_1y)}=A e^{i(k_1y+k_2x+k_2L)}+B e^{i(k_2y+k_1x+k_1L)}.$$

Matching exponentials gives $B=Ae^{ik_2L}$ and $A=Be^{ik_1L}$, so

$$e^{ik_2L}=S(s_{12}),\qquad e^{ik_1L}=\frac1{S(s_{12})}. \tag{26}$$

The product fixes the total momentum $p=k_1+k_2=2\pi m/L$, with integer $m$. Put $k_{1,2}=p/2\pm q$. Then $s_{12}=2\cos(p/2)\sin q$, and $e^{ik_1L}=e^{2i\theta}$ with $\theta=qL/2+m\pi/2$. The second condition reads $e^{2i\theta}(s_{12}-ic)=s_{12}+ic$. Multiplying by $e^{-i\theta}$ and collecting terms gives $2is_{12}\sin\theta-2ic\cos\theta=0$. At $p=\pi$ and real $q$ we have $s_{12}=0$, so the condition is $\cos\theta=0$ and $E=0$. For other $p$, dividing by $2i\cos\theta$ gives

$$2\cos\frac p2\,\sin q\,\tan\left(\frac{qL}{2}+\frac{m\pi}{2}\right)=c,\qquad E=-4t\cos\frac p2\cos q. \tag{27}$$

## The pole of the scattering amplitude

Return to the infinite chain with $-\pi<p<\pi$. If $A=0$, (7) is proportional to $e^{ip(x+y)/2}e^{iq(y-x)}$, which decays with separation when $\operatorname{Im}q>0$. Equation (11) then requires $s_{12}=-ic$, the pole of (12):

$$2\cos\frac p2\,\sin q=-ic. \tag{28}$$

Since $\sin q$ is imaginary, $q=i\kappa$ or $q=\pi+i\kappa$ with $\kappa>0$. In the first case $\sin q=i\sinh\kappa$, which requires $U<0$. In the second $\sin q=-i\sinh\kappa$, which requires $U>0$. In both cases $\sinh\kappa=|U|/[4t\cos(p/2)]$. The energy in (27) is $\mp4t\cos(p/2)\cosh\kappa$, with the upper sign for $U<0$. Using $\cosh^2\kappa=1+\sinh^2\kappa$,

$$E_{\rm pair}=\operatorname{sgn}(U)\sqrt{U^2+16t^2\cos^2(p/2)}. \tag{29}$$

Scattering states at the same $p$ have $|E|\le4t\cos(p/2)$. The pair lies below them for attraction and above them for repulsion. In the repulsive case it is bound because no scattering state of that total momentum has its energy.

## A worked example

Take $t=1$ eV and $U=4$ eV, so $c=2$, with momenta $\pi/2$, $\pi/6$ and $-\pi/6$. Their sines are $1$, $0.5$ and $-0.5$. For the outer pair the sine difference is $1.5$ and the energy is $-2(0+0.8660)=-1.732$ eV. Equation (12) gives

$$S=\frac{1.5-2i}{1.5+2i}=\frac{(1.5-2i)^2}{6.25}=\frac{-1.75-6i}{6.25}=-0.28-0.96i,$$

with phase $-1.855$ rad. The exchange probability is $4/6.25=0.64$.

The same collision can be followed in time. On a ring of 200 sites, an up electron with mean momentum $\pi/2$ starts at site 55 and a down electron with mean momentum $-\pi/6$ at site 125. Both packets are Gaussian, with a position spread of 10 sites. Equation (5), made time dependent, is integrated for 29.6 fs by applying the exponential of the sparse Hamiltonian matrix. The up electron is then on the left with probability 0.6407. Averaging (18) over the momentum distribution of the packets also gives 0.6407, so the small excess over 0.64 comes from their momentum spread.

For all three electrons (23) reads $0.5+1=1.5$. Suppose the arguments were instead $\sin(k_i-k_j)$. All three would equal $0.8660$, and $\alpha+\beta-\gamma=0.8660$. The largest matrix element of $D-C$ is 1 in modulus, so by (22) the two sides of (19) would differ by as much as $4(0.8660)/(0.75+4)^{3/2}=0.335$.

On a ring of ten sites at $p=0$, (27) becomes $\sin q\tan5q=1$. In each interval $n\pi/5<q<n\pi/5+\pi/10$, $n=0,\dots,4$, the left side rises from zero to infinity, so a root exists. Numerical root finding gives:

| $q$ (rad) | $E$ (eV) |
|---|---|
| 0.2632 | −3.8622 |
| 0.8165 | −2.7390 |
| 1.4149 | −0.6209 |
| 2.0542 | 1.8591 |
| 2.7554 | 3.7054 |

The singlets at $p=0$ are labelled by separations $0,\dots,5$, so there are six. The sixth has $q=\pi+i\kappa$, for which (27) becomes $\sinh\kappa\tanh5\kappa=1$. Diagonalizing the Hamiltonian in the six-state basis puts it at 5.6577 eV. The infinite-chain value (29) is $\sqrt{16+16}=5.6569$ eV. The ring value is higher because $\tanh5\kappa<1$ requires $\sinh\kappa>1$, and the energy is $4t\cosh\kappa$. The lowest level lies 0.138 eV above the value $-4$ eV at $U=0$: the repulsion has raised $q$ from zero to 0.2632.

All numerical values are calculated from the stated model.
